# Negative Current Cross-Correlations of Non-Interacting Fermions, with a Beam Splitter

## The decision that depends on the sign

Suppose a calculation for a three-terminal conductor returns a positive zero-frequency correlation between the currents at two different contacts. Should one look for an error, or for a physical mechanism? If the model contains non-interacting electrons, a static normal conductor, and contacts held at constant voltages and temperatures, the answer is settled: there is an error, perhaps a scattering matrix that is not unitary, or currents counted inward at one contact and outward at the other. If a measurement free of instrumental correlation, taken in the zero-frequency limit with both currents counted in the same sense, gives the positive sign, at least one of those model assumptions fails.

The proof below gives the correlation as a sum of three contributions, none of which can be positive. The same formula then gives the noise of a beam splitter.

## Assumptions and conventions

The conductor scatters electrons elastically and coherently. Its potential is static; a magnetic field is allowed. Each terminal $\gamma$ is a reservoir with constant electrochemical potential and temperature. It emits electrons with Fermi occupation $f_\gamma(E)$ in all its channels, and different incoming channels are uncorrelated. Spin directions count as separate channels.

Current is positive when it flows from a reservoir into the conductor. With $\Delta I=I-\langle I\rangle$, the noise is

$$S_{\alpha\beta}=\int_{-\infty}^{\infty}dt\,\langle \Delta I_\alpha(t)\Delta I_\beta(0)+\Delta I_\beta(0)\Delta I_\alpha(t)\rangle .$$

In this convention a Poisson stream of charges $e$ with mean current $I$ has noise $2eI$. Here $e>0$; the carrier charge is $q=\pm e$, and only $q^2=e^2$ enters the noise.

Let $a_i(E)$ annihilate an electron in incoming channel $i$, and $b_i(E)$ one in outgoing channel $i$, with $\{a_i(E),a_j^\dagger(E')\}=\delta_{ij}\delta(E-E')$. Scattering gives $b=sa$, where $s(E)$ is unitary because particle flux is conserved. The block $s_{\beta\alpha}$ leads from terminal $\alpha$ to terminal $\beta$, and

$$T_{\beta\alpha}=\mathrm{Tr}[s_{\beta\alpha}^\dagger s_{\beta\alpha}]=\sum_{j\in\beta,\,i\in\alpha}|s_{ji}|^2\ge 0$$

is the corresponding total transmission.

## The current matrix

Normalise each lead mode to carry flux $\pm1/h$ per unit energy. At equal energies, two modes with different wave numbers $k,k'$ have no mutual flux: it would vary along the lead as $e^{i(k'-k)x}$, whereas flux conservation requires it to be independent of $x$. Modes that share the same $k$, such as the two spin directions, are chosen so that the Hermitian flux matrix among them is diagonal. Equal-energy contributions to the current are therefore incoming minus outgoing occupation, channel by channel.

Let $P_\alpha$ project on the channels of terminal $\alpha$. Inserting $b=sa$,

$$a^\dagger P_\alpha a-b^\dagger P_\alpha b=a^\dagger A(\alpha)\,a,\qquad A(\alpha)=P_\alpha-Q_\alpha,\qquad Q_\alpha=s^\dagger P_\alpha s .$$

The time-dependent current operator is

$$I_\alpha(t)=\frac{q}{h}\int dE\,dE'\,e^{i(E-E')t/\hbar}\sum_{ij}a_i^\dagger(E)A_{ij}(\alpha;E,E')a_j(E'),$$

where $A(\alpha;E,E)=A(\alpha)$. The off-diagonal energies will drop out at zero frequency.

## Averages over the reservoirs

For independent fermion modes with occupations $n_i$, consider

$$C_{ijkl}=\langle a_i^\dagger a_j a_k^\dagger a_l\rangle-\langle a_i^\dagger a_j\rangle\langle a_k^\dagger a_l\rangle .$$

The first average needs every annihilated mode to be restored. There are three cases.

- If $i=j$ and $k=l$ with $i\ne k$, independence makes the two terms equal, so $C=0$.
- If $i=l$ and $j=k$ with $i\neq j$, moving $a_i$ past the pair $a_ja_j^\dagger$ costs no sign, and $C=\langle a_i^\dagger a_i\rangle\langle a_ja_j^\dagger\rangle=n_i(1-n_j)$.
- If all indices agree, $(a_i^\dagger a_i)^2=a_i^\dagger a_i$ gives $C=n_i-n_i^2=n_i(1-n_i)$.

Together,

$$C_{ijkl}=\delta_{il}\delta_{jk}\,n_i(1-n_j).$$

The factor $1-n_j$ comes from $a_ja_j^\dagger=1-a_j^\dagger a_j$, the Fermi anticommutator.

For continuous energies the Kronecker deltas are accompanied by energy delta functions. They leave two energies $E,E'$ and the phase $e^{i(E-E')t/\hbar}$. Time integration gives $2\pi\hbar\,\delta(E-E')=h\,\delta(E-E')$, which removes one factor $1/h$ from $q^2/h^2$. With $N=\mathrm{diag}(n_i)$, the first operator ordering contributes

$$\frac{e^2}{h}\int dE\,\mathrm{Tr}[N A(\alpha)(1-N)A(\beta)].$$

The second ordering has $\alpha$ and $\beta$ exchanged. Since all matrices are Hermitian, its trace is the complex conjugate of the first. Hence

$$S_{\alpha\beta}=\frac{2e^2}{h}\int dE\,\mathrm{Re}\,\mathrm{Tr}[N A(\alpha)(1-N)A(\beta)].\tag{1}$$

## Proof of the sign

Take $\alpha\ne\beta$. Then $P_\alpha P_\beta=0$, and unitarity gives

$$Q_\alpha Q_\beta=s^\dagger P_\alpha ss^\dagger P_\beta s=s^\dagger P_\alpha P_\beta s=0 .$$

Split the trace in (1) into $\mathrm{Tr}[NA(\alpha)A(\beta)]-\mathrm{Tr}[NA(\alpha)NA(\beta)]$.

**First part.** The product of current matrices is

$$A(\alpha)A(\beta)=-P_\alpha Q_\beta-Q_\alpha P_\beta .$$

All channels of one terminal have the same occupation, so $NP_\alpha=P_\alpha N=f_\alpha P_\alpha$. Also

$$\mathrm{Tr}[P_\alpha Q_\beta]=\mathrm{Tr}[P_\alpha s^\dagger P_\beta s]=T_{\beta\alpha},\qquad \mathrm{Tr}[Q_\alpha P_\beta]=T_{\alpha\beta}.$$

Using cyclicity in the second term,

$$\mathrm{Tr}[NA(\alpha)A(\beta)]=-f_\alpha T_{\beta\alpha}-f_\beta T_{\alpha\beta}.$$

**Second part.** Four products arise:

$$\begin{aligned}
\mathrm{Tr}[NP_\alpha NP_\beta]&=0,\\
-\mathrm{Tr}[NP_\alpha NQ_\beta]&=-f_\alpha^2T_{\beta\alpha},\\
-\mathrm{Tr}[NQ_\alpha NP_\beta]&=-f_\beta^2T_{\alpha\beta},\\
\mathrm{Tr}[NQ_\alpha NQ_\beta]&=\mathrm{Tr}[P_\alpha(sNs^\dagger)P_\beta(sNs^\dagger)].
\end{aligned}$$

Define $M=sNs^\dagger$. It is Hermitian, so $M_{\beta\alpha}=M_{\alpha\beta}^\dagger$, and the last trace is $\mathrm{Tr}[M_{\alpha\beta}M_{\alpha\beta}^\dagger]$.

Subtracting the second part from the first gives a real result:

$$\boxed{S_{\alpha\beta}=-\frac{2e^2}{h}\int dE\left\{T_{\beta\alpha}f_\alpha(1-f_\alpha)+T_{\alpha\beta}f_\beta(1-f_\beta)+\mathrm{Tr}[M_{\alpha\beta}M_{\alpha\beta}^\dagger]\right\}\le0}\tag{2}$$

The first two terms are non-negative because $0\le f\le1$. The third is a sum of squared moduli, $\sum_{i\in\alpha,j\in\beta}|M_{ij}|^2$. The integrand with its minus sign is thus non-positive at each energy; no cancellation between energies is needed.

The integral also converges at the ends. Far above all electrochemical potentials $N\to0$. Far below them $N\to1$, hence $M\to ss^\dagger=1$, whose off-diagonal blocks vanish.

## What the terms mean

The first two terms describe thermal fluctuations in the incoming occupation: an electron that leaves reservoir $\alpha$ and enters $\beta$ changes the two inward currents with opposite signs.

For the third term, $b=sa$ gives

$$\langle b_j^\dagger b_i\rangle=\sum_k s_{jk}^*s_{ik}n_k=M_{ij}.$$

It therefore measures coherence between outgoing channels in different terminals. An electron in a superposition of two exits is found in one or the other, which makes the two counts compete.

At equilibrium all occupations equal $f$, so $M=f\,1$ and the third term vanishes. If the transmissions do not depend on energy over the thermal range, $\int f(1-f)\,dE=k_BT$ leaves

$$S_{\alpha\beta}=-\frac{2e^2}{h}k_BT\,(T_{\alpha\beta}+T_{\beta\alpha}).$$

A voltage is therefore not necessary for a negative correlation.

Current conservation fixes the autocorrelations. Since $\sum_\beta P_\beta=1$ and $s^\dagger s=1$, one has $\sum_\beta A(\beta)=0$. Equation (1) then gives

$$\sum_\beta S_{\alpha\beta}=0,\qquad S_{\alpha\alpha}=-\sum_{\beta\ne\alpha}S_{\alpha\beta}\ge0.\tag{3}$$

## The beam splitter

Terminals 1 and 2 are sources; 3 and 4 are outputs. Each has one spin-resolved channel. Electrons from 1 or 2 go to 3 or 4, and electrons from 3 or 4 go to 1 or 2. There is no backscattering and no path between 3 and 4. Let

$$|s_{31}|^2=D,\qquad |s_{41}|^2=R=1-D,$$

independent of energy in the relevant range.

Because $T_{34}=T_{43}=0$, the thermal terms in $S_{34}$ vanish. What remains is

$$M_{34}=s_{31}s_{41}^*f_1+s_{32}s_{42}^*f_2 .$$

Rows 3 and 4 of the unitary matrix are orthogonal: $s_{31}s_{41}^*+s_{32}s_{42}^*=0$. Therefore

$$M_{34}=s_{31}s_{41}^*(f_1-f_2),\qquad |M_{34}|^2=DR(f_1-f_2)^2,$$

and

$$S_{34}=-\frac{2e^2}{h}DR\int dE\,(f_1-f_2)^2.\tag{4}$$

If the two sources have equal voltage and temperature, $S_{34}=0$, even when both are biased relative to the outputs. Both inputs are then equally filled at every energy, and the coherence between the exits cancels.

## The thermal integral

Now bias source 1 at voltage $V$, ground the other terminals, and give all of them temperature $T$. Let $U=qV$ be the shift of the electrochemical potential of source 1. Expanding both sides confirms

$$(f_1-f_2)^2=f_1(1-f_2)+f_2(1-f_1)-f_1(1-f_1)-f_2(1-f_2).$$

Each of the last two products integrates to $k_BT$, because $f(1-f)=-k_BT\,df/dE$ and $f$ falls from 1 to 0.

For the first two, use $f_1/(1-f_1)=e^{(U-E)/k_BT}$ and $f_2/(1-f_2)=e^{-E/k_BT}$, with energy measured from the grounded potential. Division gives

$$f_2(1-f_1)=e^{-U/k_BT}f_1(1-f_2).$$

Their difference is $f_1-f_2$, so for $U\neq0$

$$\begin{aligned}
f_1(1-f_2)+f_2(1-f_1)&=(f_1-f_2)\frac{1+e^{-U/k_BT}}{1-e^{-U/k_BT}}\\
&=(f_1-f_2)\coth\frac{U}{2k_BT}.
\end{aligned}$$

Since $\int(f_1-f_2)\,dE=U$, and $U\coth(U/2k_BT)$ is even in $U$,

$$S_{34}=-\frac{2e^2}{h}DR\left[eV\coth\frac{eV}{2k_BT}-2k_BT\right].\tag{5}$$

At zero temperature the bracket becomes $e|V|$, so

$$S_{34}=-\frac{2e^3|V|}{h}DR.$$

For small bias set $x=eV/2k_BT$. The expansion $x\coth x=1+x^2/3+\cdots$ turns the bracket into $2k_BT\,x^2/3=(eV)^2/(6k_BT)$ at leading order. The correlation is then quadratic in voltage.

For the output noise, (3) also needs $S_{31}$ and $S_{32}$. Row 3 of $s$ has non-zero entries in columns 1 and 2, while rows 1 and 2 have them in columns 3 and 4. Hence $M_{31}=M_{32}=0$, and only thermal terms remain:

$$S_{31}+S_{32}=-\frac{2e^2}{h}k_BT\,(T_{13}+T_{23}+T_{31}+T_{32})=-\frac{4e^2}{h}k_BT .$$

The last step uses unit normalisation of column 3 and row 3. Thus

$$S_{33}=\frac{4e^2}{h}k_BT+|S_{34}|,\tag{6}$$

and the same argument gives $S_{44}=S_{33}$.

## A worked example

Take the model parameters $D=0.40$, $R=0.60$, $V=50\ \mu\mathrm V$ and $T=50\ \mathrm{mK}$. With $e^2/h=38.74\ \mu\mathrm S$, the total injected current is

$$38.74\ \mu\mathrm S\times50\ \mu\mathrm V=1.937\ \mathrm{nA}.$$

Fractions $D$ and $R$ deliver $0.775$ nA to output 3 and $1.162$ nA to output 4. At zero temperature

$$S_{34}=-2e\times0.40\times0.60\times1.937\ \mathrm{nA}=-149.0\times10^{-30}\ \mathrm{A^2/Hz}.$$

At 50 mK, $k_BT=4.309\ \mu\mathrm{eV}$ and $eV/2k_BT=5.80$. The hyperbolic cotangent is nearly one, so the bracket in (5) is close to $50-2\times4.309=41.38\ \mu\mathrm{eV}$. Scaling the zero-temperature result,

$$S_{34}=-149.0\times\frac{41.38}{50}\times10^{-30}=-123.3\times10^{-30}\ \mathrm{A^2/Hz}.$$

The thermal term in (6) is $107.0\times10^{-30}\ \mathrm{A^2/Hz}$, hence

$$S_{33}=(107.0+123.3)\times10^{-30}=230.3\times10^{-30}\ \mathrm{A^2/Hz}.$$

The correlation coefficient is $S_{34}/\sqrt{S_{33}S_{44}}=-123.3/230.3=-0.535$. At zero temperature it would be $-1$, because the thermal term in (6) disappears.

At fixed voltage, $S_{34}$ is $-143.8$, $-98.5$, $-45.3$ and $-14.3$ in units of $10^{-30}\ \mathrm{A^2/Hz}$ at 10, 100, 300 and 1000 mK. Heating broadens both source distributions and reduces the integral of their squared difference. These values assume that $D$ stays constant over the whole thermal range. For a saddle-point contact with $D(E)=[1+e^{-2\pi(E-E_0)/\hbar\omega_x}]^{-1}$ and $D=0.40$ at mid-window, the 1000 mK value becomes $-13.3$ for $\hbar\omega_x=1$ meV and $-9.0$ for $0.3$ meV, while the 50 mK value moves by less than 2%. For two spin directions with equal scattering, all currents and noise values double.

## Why a steady source matters

A counting argument shows what the constant voltage contributes. Let $N_{\rm in}$ particles arrive in a time window, and send each independently to output 3 with probability $D$ or to output 4 with probability $R$. At fixed $N_{\rm in}$ there are $N_{\rm in}(N_{\rm in}-1)$ ordered pairs of distinct particles, so the mean of $n_3n_4$ is $DR\,N_{\rm in}(N_{\rm in}-1)$. Averaging over $N_{\rm in}$ and subtracting $\langle n_3\rangle\langle n_4\rangle=DR\langle N_{\rm in}\rangle^2$ gives

$$\mathrm{Cov}(n_3,n_4)=DR\,[\mathrm{Var}(N_{\rm in})-\langle N_{\rm in}\rangle].\tag{7}$$

For mean 20 and $D=0.40$, a regular stream gives $-4.80$ and a Poisson stream gives zero. A stream delivering 10 or 30 particles with equal odds has variance 100 and gives $0.24\times(100-20)=+19.20$. Random partition alone does not fix the sign; the regularity of the source matters too.

At zero temperature, in the energy window of width $e|V|$, one source fills every incoming state and the other is empty, so $f(1-f)=0$ for both. For $U>0$ the filled one is source 1. For $U<0$ it is source 2, whose probabilities $|s_{32}|^2=R$ and $|s_{42}|^2=D$ have the same product; terminals 3 and 4 then also emit in the window, but without noise. Consider the filled source. To leading order in a long time $\tau$ it supplies $e|V|\tau/h$ electrons without number noise. The charge covariance is $\tau S_{34}/2$, so (7) gives $S_{34}=-2e^2DR\,e|V|/h$, in agreement with (5).

Now let the voltage of source 1 fluctuate slowly about $V$, without changing sign, through external noise with spectral density $S_V$ in the same convention as $S_{\alpha\beta}$. The output currents respond together, with magnitudes $(e^2/h)D\,\delta V$ and $(e^2/h)R\,\delta V$. This adds a positive term:

$$S_{34}^{\rm total}=-\frac{2e^3|V|}{h}DR+\left(\frac{e^2}{h}\right)^2DR\,S_V .$$

The total is positive when $S_V>2h|V|/e$. At $50\ \mu\mathrm V$ the zero-temperature threshold is $0.414\times10^{-18}\ \mathrm{V^2/Hz}$, or $0.643\ \mathrm{nV}/\sqrt{\mathrm{Hz}}$. This threshold is for one spin-resolved channel; with two spin directions the first term doubles and the second grows fourfold, so the threshold is halved. A positive measured correlation can therefore come from the bias circuit, provided its noise is much hotter than the sample. A series resistor $R_s$ at temperature $T_s$, loaded by the conductance $e^2/h$, gives $S_V=4k_BT_sR_s/(1+R_se^2/h)^2\le k_BT_s\,h/e^2$, which is only $0.018\times10^{-18}\ \mathrm{V^2/Hz}$ at 50 mK. A few tens of ohms at room temperature, unfiltered, exceed the threshold.

## Where the proof stops

Each remaining assumption enters at an identifiable step. A static mean-field potential can be included in $s$, but interactions beyond it can invalidate $b=sa$ or the independent-mode average. A superconducting contact mixes $a$ with $a^\dagger$, so the current matrix above no longer applies. At finite frequency the time integral no longer sets $E=E'$. A floating contact has a fluctuating potential and is not voltage-biased. In these cases (2) does not determine the sign; that does not mean the sign must be positive.

A driven scatterer mixes energies, so (2) does not hold as written, but a strictly periodic drive does not lift the sign rule. Treat each pair of channel and sideband energy as one channel: the scattering matrix in this larger space is unitary, and $N$ is still diagonal and commutes with every $P_\alpha$. The same steps go through, with a term such as $T_{\beta\alpha}f_\alpha(1-f_\alpha)$ replaced by $\sum_{i\in\alpha}n_i(1-n_i)(Q_\beta)_{ii}\ge0$, and the period-averaged zero-frequency correlation remains non-positive. A drive that is itself noisy is not covered by this argument.

The numerical check tests (2) against many-body averages, random scattering matrices and the time evolution of a three-lead lattice, and tests the beam-splitter formulas by energy quadrature.

## Computed results

```
Fock-space check, largest deviation: 8.4e-17
Random three-terminal conductors tested: 400
Largest cross-correlation integrand found: -0.0107
Expansion check, largest deviation: 3.3e-16
Lattice: hopping J = 1, hbar = 1, lead length 150 sites
Lattice junction energy (J): 0.2  kT (J): 0.1
Lattice couplings (J): [0.8 0.7 0.6]  potentials (J): [ 0.6 -0.6 -0.2]
Lattice time window (hbar/J): 60 to 120
Covariance rate leads 1,2 (J/hbar): time evolution -0.02163, scattering -0.02163
Covariance rate leads 1,3 (J/hbar): time evolution -0.02093, scattering -0.02093
Covariance rate leads 2,3 (J/hbar): time evolution -0.03577, scattering -0.03577
Beam splitter: D = 0.40, R = 0.60
V = 50.0 microvolt, T = 50.0 mK
e^2/h = 38.7405 microsiemens
eV = 50.000 microelectronvolt
kT = 4.3087 microelectronvolt
eV/(2kT) = 5.8023
eV coth(eV/2kT) - 2kT = 41.3836 microelectronvolt
Mean current delivered to 3: 0.7748 nA
Mean current delivered to 4: 1.1622 nA
S_34 at zero temperature: -148.966 e-30 A^2/Hz
S_34 at T, quadrature: -123.295 e-30 A^2/Hz
S_34 at T, closed form: -123.295 e-30 A^2/Hz
4kT e^2/h: 106.974 e-30 A^2/Hz
S_33 at T, quadrature: 230.269 e-30 A^2/Hz
S_34/sqrt(S_33 S_44) at T: -0.5354
|S_34| with both sources at V, relative to 2e^3V/h: 0.0e+00
S_34 at 10 mK: -143.831 e-30 A^2/Hz
S_34 at 100 mK: -98.521 e-30 A^2/Hz
S_34 at 300 mK: -45.269 e-30 A^2/Hz
S_34 at 1000 mK: -14.325 e-30 A^2/Hz
Small bias eV = 0.1 kT, S_34 / quadratic law: 0.99983
Arrivals regular, always 20: variance 0.00, covariance -4.80
Arrivals Poisson, mean 20: variance 20.00, covariance 0.00
Arrivals 10 or 30, equal odds: variance 100.00, covariance 19.20
Voltage-noise threshold 2hV/e: 0.4136 e-18 V^2/Hz
Its square root: 0.6431 nV/sqrt(Hz)
```
